# Diamagnetic Shift of Excitons and the Crossover to Landau Levels

## Problem

An electron and a hole with isotropic, parabolic masses \(m_e\), \(m_h\) attract each other through a static Coulomb potential screened by \(\varepsilon\). A uniform field \(B\) points along \(z\). In the two-dimensional case both particles move strictly in the \(xy\) plane, with the same \(1/r\) attraction. The exciton is created with zero magnetic pseudomomentum (defined below). The lines for the two circular polarizations are averaged, which removes a spin splitting linear in \(B\).

1. Find the leading shift of the 1s exciton in three and two dimensions, and the field range in which it holds.
2. Find where and how the level crosses over to Landau-level behaviour.
3. Recover the reduced mass \(\mu\) and the radius from two synthetic data sets. Both were generated with \(\mu=0.06\,m_e\), \(\varepsilon=12\) and a gap of 1.5 eV. The 3D set has 16 points up to 1.5 T with noise \(10^{-6}\) eV, and \(\varepsilon\) may be taken as known. The 2D set has 121 points up to 60 T with noise \(5\times10^{-6}\) eV, and \(\varepsilon\) is unknown.

The algebra uses atomic units, \(\hbar=e=m_{\rm el}=4\pi\epsilon_0=1\), with \(m_{\rm el}\) the free-electron mass; the electron charge is \(-1\).

## First estimate by scaling

Without a field, balancing \(1/\mu a^2\) against \(1/\varepsilon a\) gives the length and energy
\[
a=\frac{\varepsilon}{\mu},\qquad W=\frac{1}{\mu a^2}=\frac{\mu}{\varepsilon^2}.
\]
A field adds a confining energy of order \(B^2\rho^2/8\mu\), where \(\rho\) is the distance between the particles across the field. Putting \(\rho\sim a\) gives
\[
\Delta E\sim\frac{B^2a^2}{8\mu}=\frac{W\gamma^2}{8},\qquad \gamma=Ba^2 .
\]
The magnetic length is \(B^{-1/2}\). It equals \(a\) at \(\gamma=1\), where the crossover is expected. Far above it the pair should follow the lowest Landau level, \(E\approx B/2\mu\).

For the given parameters \(a=200\) bohr \(=105.84\) Å, \(W=0.011338\) eV and \(\gamma/B=0.17018\) T\(^{-1}\). The estimate is therefore \(0.011338\times0.17018^2/8=4.1\times10^{-5}\) eV/T\(^2\), with a crossover near \(1/0.17018=5.9\) T, in both dimensions.

## Solution

### Reduction to relative motion

With \(\mathbf A=\tfrac12\mathbf B\times\mathbf r\) the Hamiltonian is
\[
H=\frac{[\mathbf p_e+\mathbf A(\mathbf r_e)]^2}{2m_e}+\frac{[\mathbf p_h-\mathbf A(\mathbf r_h)]^2}{2m_h}-\frac1{\varepsilon r}.
\]
Let \(\mathbf r=\mathbf r_e-\mathbf r_h\), \(M=m_e+m_h\) and \(\mathbf R=(m_e\mathbf r_e+m_h\mathbf r_h)/M\). Then
\[
\mathbf r_e=\mathbf R+\tfrac{m_h}{M}\mathbf r,\quad \mathbf r_h=\mathbf R-\tfrac{m_e}{M}\mathbf r,\quad
\mathbf p_e=\mathbf p+\tfrac{m_e}{M}\mathbf P,\quad \mathbf p_h=-\mathbf p+\tfrac{m_h}{M}\mathbf P .
\]
Zero magnetic pseudomomentum means
\[
\Psi=e^{i\theta}\varphi(\mathbf r),\qquad \theta=\tfrac12(\mathbf B\times\mathbf r)\cdot\mathbf R ,
\]
without a further factor \(e^{i\mathbf K\cdot\mathbf R}\). Moving the phase to the left replaces \(\mathbf P\) by \(\mathbf P+\nabla_R\theta=\mathbf P+\tfrac12\mathbf B\times\mathbf r\). Since \((\mathbf B\times\mathbf r)\cdot\mathbf R=\mathbf r\cdot(\mathbf R\times\mathbf B)\), it replaces \(\mathbf p\) by \(\mathbf p-\tfrac12\mathbf B\times\mathbf R\). The terms in \(\mathbf R\) cancel, \(\mathbf P\varphi(\mathbf r)=0\), and \((m_e+m_h)/M=1\), so
\[
\mathbf p_e+\mathbf A(\mathbf r_e)\to\mathbf p+\tfrac12\mathbf B\times\mathbf r,\qquad
\mathbf p_h-\mathbf A(\mathbf r_h)\to-\mathbf p+\tfrac12\mathbf B\times\mathbf r .
\]
The squares are \(p^2\pm BL_z+\tfrac14B^2\rho^2\), with the upper sign for the electron, because \((\mathbf B\times\mathbf r)\cdot\mathbf p=\mathbf B\cdot\mathbf L\) and \(|\mathbf B\times\mathbf r|^2=B^2\rho^2\). With \(1/\mu=1/m_e+1/m_h\),
\[
H_{\rm rel}=\frac{p^2}{2\mu}+\frac B2\Big(\frac1{m_e}-\frac1{m_h}\Big)L_z+\frac{B^2\rho^2}{8\mu}-\frac1{\varepsilon r}.
\]
The field conserves \(L_z\), and \(L_z=0\) for states that grow out of s states, so the linear term vanishes. Measuring lengths in \(a\) and energies in \(W\) leaves one parameter:
\[
h=-\tfrac12\nabla^2+\tfrac{\gamma^2}{8}\rho^2-\frac1r .
\]

### The quadratic shift

The zero-field ground states are \(e^{-r}\) with energy \(-\tfrac12\) in 3D and \(e^{-2r}\) with energy \(-2\) in 2D. Their moments follow from \(\int_0^\infty r^ke^{-br}dr=k!/b^{k+1}\):
\[
\langle r^n\rangle_{3D}=\frac{(n+2)!}{2^{n+1}},\qquad \langle r^n\rangle_{2D}=\frac{(n+1)!}{4^n}.
\]
In 3D, isotropy gives \(\langle\rho^2\rangle_0=\tfrac23\langle r^2\rangle=\tfrac23\cdot3=2\). In 2D, \(\langle\rho^2\rangle_0=6/16=3/8\). First-order perturbation theory, with units restored, gives
\[
\Delta E=\frac{e^2\langle\rho^2\rangle_0B^2}{8\mu}=
\begin{cases}\dfrac{e^2a^2B^2}{4\mu}&\text{(3D)}\\[2mm]\dfrac{3e^2a^2B^2}{64\mu}&\text{(2D)}\end{cases}
\]
At equal \(\mu\) and \(\varepsilon\) the 2D shift is \(3/16\) of the 3D one, because the 2D exciton is smaller.

### Where the quadratic law ends

The next term needs the first-order state, written as \(f\psi_0\). Let \(V=\gamma^2\rho^2/8\) and \(\psi_0=e^{-\kappa r}\). The first-order equation \((h_0-E_0)f\psi_0=-(V-\langle V\rangle)\psi_0\) becomes
\[
\nabla^2f-2\kappa f'=2(V-\langle V\rangle),\qquad E_2=\langle Vf\rangle-\langle V\rangle\langle f\rangle ,
\]
where \(f'=\partial f/\partial r\).

In 2D, \(\kappa=2\). Try \(f=\gamma^2(\alpha r^3+\beta r^2)\):
\[
-12\alpha r^2+(9\alpha-8\beta)r+4\beta=\tfrac14r^2-\tfrac3{32}.
\]
Hence \(\alpha=-1/48\) and \(\beta=-3/128\), and the constant term agrees. With \(\langle r^2\rangle=\langle r^3\rangle=\tfrac38\), \(\langle r^4\rangle=\tfrac{15}{32}\) and \(\langle r^5\rangle=\tfrac{45}{64}\),
\[
E_2=\frac{\gamma^4}8\Big[-\frac1{48}\cdot\frac9{16}-\frac3{128}\cdot\frac{21}{64}\Big]=-\frac{159}{65536}\gamma^4 .
\]

In 3D, \(\kappa=1\) and \(\sin^2\theta=\tfrac23(1-P_2)\), with \(\theta\) now the polar angle and \(P_2\) the Legendre polynomial of \(\cos\theta\). So \(V=\gamma^2r^2(1-P_2)/12\). Write \(f=\gamma^2(f_0+f_2P_2)\). The two parts obey
\[
f_0''+\tfrac2rf_0'-2f_0'=\tfrac{r^2}6-\tfrac12,\qquad
f_2''+\tfrac2rf_2'-\tfrac6{r^2}f_2-2f_2'=-\tfrac{r^2}6 .
\]
Matching powers as before gives
\[
f_0=-\frac{r^3}{36}-\frac{r^2}{12},\qquad f_2=\frac{r^3}{36}+\frac{r^2}{24}.
\]
With \(\langle r^3\rangle=\tfrac{15}2\), \(\langle r^4\rangle=\tfrac{45}2\), \(\langle r^5\rangle=\tfrac{315}4\) and the angular average \(\overline{P_2^2}=\tfrac15\),
\[
\frac{E_2}{\gamma^4}=\frac1{12}\Big[-\frac{225/4}{36}-\frac{27/2}{12}\Big]-\frac1{60}\Big[\frac{315/4}{36}+\frac{45/2}{24}\Big]
=-\frac{43}{192}-\frac{10}{192}=-\frac{53}{192}.
\]

Relative to the quadratic term, the quartic one is \(53\gamma^2/48\) in 3D and \(53\gamma^2/1024\) in 2D. It reaches 5% at \(\gamma=0.213\) and \(0.983\), which is 1.25 T and 5.78 T here. Diagonalization gives total deficits of 4.25% and 4.21% at these fields; the difference from 5% comes from higher terms.

### The crossover

The derivative of \(h\) with respect to \(\gamma\) gives, by the Hellmann-Feynman theorem,
\[
\frac{dE}{d\gamma}=\frac\gamma4\langle\rho^2\rangle_\gamma ,
\]
with the size taken in the state at that field. Without Coulomb attraction the lowest Landau state is \(e^{-\gamma\rho^2/4}\), with energy \(\gamma/2\), \(\langle\rho^2\rangle=2/\gamma\) and slope \(\tfrac12\). The weak-field slope \(\gamma\langle\rho^2\rangle_0/4\) reaches this value at
\[
\gamma_\times=\frac2{\langle\rho^2\rangle_0}=1\ \text{(3D)},\qquad \frac{16}3\ \text{(2D)},
\]
where the zero-field exciton and the free Landau orbit have the same mean square size. The fields are 5.88 T and 31.34 T. This marks the scale of a smooth change, not a transition.

### Strong field

Put \(r=s/\sqrt\gamma\) and \(\lambda=\gamma^{-1/2}\). Then
\[
\frac h\gamma=-\tfrac12\nabla_s^2+\tfrac18s_\perp^2-\frac\lambda s ,
\]
where \(s_\perp=\sqrt\gamma\,\rho\). Let \(\epsilon(\lambda)\) be its ground energy. To bound it from below, lend a fraction \(\eta\) of the kinetic energy to the Coulomb term. That part is a hydrogen problem with energy \(-c\lambda^2/\eta\), where \(c=\tfrac12\) in 3D and \(2\) in 2D. The rest is an oscillator with energy \(\tfrac12\sqrt{1-\eta}\). Choosing \(\eta=\lambda\),
\[
\tfrac12\sqrt{1-\lambda}-c\lambda\le\epsilon(\lambda)\le\tfrac12 .
\]
The upper bound follows from a Landau trial state, spread widely along \(z\) in 3D. Hence \(E/\gamma\to\tfrac12\) in both dimensions.

The slope has the same limit. From \(E=\gamma\epsilon(\gamma^{-1/2})\) one finds \(dE/d\gamma=\epsilon-\tfrac12\lambda\epsilon'\). A ground energy is concave in a parameter that enters linearly, so \(0\le-\lambda\epsilon'(\lambda)\le\epsilon(\lambda)-\epsilon(2\lambda)\to0\).

In 2D the approach can be computed. With \(x=\gamma r^2/2\), the Landau states with \(L_z=0\) are \(e^{-x/2}L_n(x)\), with \(L_n\) the Laguerre polynomials, energies \((n+\tfrac12)\gamma\) and norm \(\int_0^\infty e^{-x}L_n^2dx=1\). The attraction is \(-\sqrt{\gamma/2}\,x^{-1/2}\). Inserting \(e^{-x}L_n=\frac1{n!}\frac{d^n}{dx^n}(x^ne^{-x})\) and integrating by parts \(n\) times gives
\[
\int_0^\infty e^{-x}x^{-1/2}L_n\,dx=\sqrt\pi\,\frac{(1/2)_n}{n!},\qquad (1/2)_n=\tfrac12\cdot\tfrac32\cdots(n-\tfrac12).
\]
First and second order then yield
\[
E=\frac\gamma2-\sqrt{\frac{\pi\gamma}2}-C+O(\gamma^{-1/2}),\qquad
C=\frac\pi2\sum_{n\ge1}\frac1n\Big[\frac{(1/2)_n}{n!}\Big]^2=0.6913 .
\]
For the 2s state, \(\int_0^\infty e^{-x}x^{-1/2}(1-x)^2dx=\sqrt\pi(1-1+\tfrac34)\). Its attraction is three quarters of the 1s value, so
\[
E_{2s}-E_{1s}=\gamma+\tfrac14\sqrt{\frac{\pi\gamma}2}+O(1).
\]
The 1s slope thus approaches its Landau value from below, while the spacing exceeds the cyclotron energy.

Between the limits \(h\) is diagonalized numerically. The third column gives the shift divided by the quadratic law, the fourth the slope divided by \(\tfrac12\).

| | \(\gamma\) | shift ratio | slope ratio |
|---|---|---|---|
| 3D | 0.2 | 0.962 | 0.186 |
| 3D | 1 | 0.675 | 0.536 |
| 3D | 10 | 0.150 | 0.880 |
| 2D | 1 | 0.957 | 0.172 |
| 2D | 5.333 | 0.642 | 0.502 |
| 2D | 10 | 0.466 | 0.621 |

At \(\gamma_\times\) the slope is about half the Landau value in both dimensions. At \(\gamma=10\) the 2D expansion gives \(\gamma/2-E\approx3.963+0.691=4.65\), against 4.815 from diagonalization. In 3D the same difference is 1.748: the field does not confine the motion along \(z\), and the pair is less strongly bound than in a plane.

### Extracting mass and radius

The coefficient \(\sigma\) of \(B^2\) fixes the ratio \(\langle\rho^2\rangle_0/\mu=8\sigma\), and nothing more. A second input is needed to separate radius from mass.

**3D, \(\varepsilon\) known.** Inserting \(a=\varepsilon/\mu\) into \(\sigma=a^2/4\mu\) gives
\[
\sigma=\frac{\varepsilon^2}{4\mu^3},\qquad \mu=\Big(\frac{\varepsilon^2}{4\sigma}\Big)^{1/3}.
\]
A fit with terms \(1,B^2,B^4\) yields \(\sigma=(8.17\pm0.12)\times10^{-5}\) eV/T\(^2\). To avoid converting \(\sigma\), calibrate the formula at \(0.06\,m_e\), where it gives \(0.011338\times\tfrac14\times0.17018^2=8.209\times10^{-5}\) eV/T\(^2\). Then
\[
\mu=0.06\,(8.209/8.174)^{1/3}\,m_e=0.0601\,m_e .
\]
The cube root divides the relative error by three, leaving \(\pm0.0003\,m_e\). The radius is \(a=105.7\) Å, and the root mean square \(\rho\) is \(\sqrt2\,a=149.5\) Å.

**2D, \(\varepsilon\) unknown.** The line follows \(E_{\rm gap}+Wf(\gamma)\), where \(f\) is the computed ground energy of \(h\) and \(\gamma=a^2B\). At weak field the curvature contains only \(Wa^4\). The bend through the crossover determines \(a^2\) separately, and \(Wa^2=1/\mu\) then gives the mass. A fit to all 121 points gives
\[
\mu=(0.06005\pm0.00002)\,m_e,\quad \varepsilon=12.022\pm0.011,\quad a=105.95\ \text{Å}.
\]
The fitted gap is \(1.499931\pm0.000032\) eV. All three parameters lie roughly two standard errors or slightly more from the input values. These are not three independent deviations. The zero-field line sits at \(E_{\rm gap}-2W\), and the fitted gap and binding energy \(2W\) are both too small by nearly the same amount, about \(6.9\times10^{-5}\) and \(6.6\times10^{-5}\) eV from the unrounded fit; the pairwise correlations of the three fitted parameters exceed 0.99 in magnitude. The relative errors of \(\mu\) and \(\varepsilon\) from the input are about 0.1% and 0.2%.

The points up to 8 T alone give \(\sigma=(1.546\pm0.021)\times10^{-5}\) eV/T\(^2\). Together with the fitted mass, \(\sqrt{8\mu\sigma}\) is a root mean square \(\rho\) of 64.98 Å; the input value is \(\sqrt{3/8}\times105.84=64.81\) Å.

**Two shortcuts.** For \(0.06\,m_e\) the cyclotron energy per tesla is \(W\gamma/B=0.011338\times0.17018=1.9295\times10^{-3}\) eV/T. The 2D 1s slope between 50 and 60 T is \(5.879\times10^{-4}\) eV/T. Equating it to the Landau slope \(1/2\mu\) gives
\[
\mu=0.06\times\frac{1.9295\times10^{-3}/2}{5.879\times10^{-4}}\,m_e=0.0985\,m_e ,
\]
64% above the input. The radius from \(\sigma\) then becomes 83.2 Å, 28% too large. The computed 2s−1s spacing at 60 T is 0.1351 eV, whereas the cyclotron energy is 0.1158 eV. Equating the two gives \(0.0514\,m_e\), 14% too low. The signs are those of the strong-field formulas, and in this example the two readings bracket the true mass.

## Comparison of estimate and solution

Scaling gives the dependence \(\Delta E\propto B^2a^2/\mu\) correctly, but not the size factor. The estimate \(4.1\times10^{-5}\) eV/T\(^2\) compares with
\[
\sigma_{3D}=8.21\times10^{-5}\ \text{eV/T}^2,\qquad \sigma_{2D}=1.54\times10^{-5}\ \text{eV/T}^2 .
\]
The ratios to the estimate are \(\langle\rho^2\rangle_0/a^2=2\) and \(3/8\). The estimated crossover at 5.9 T agrees with the 3D definition, but in 2D it is too low by the factor \(16/3\). There, 5.9 T is still a field at which the quadratic law holds to about 4%.

The leading strong-field law is also right, but it says nothing about how slowly it is reached. In 2D the relative slope correction is \(\sqrt{\pi/2\gamma}\) at leading order, still 40% at \(\gamma=10\). Being well above \(\gamma=1\) is therefore not enough to read a mass from the slope.

The quoted errors are statistical and assume that the model is true. For the two fitted values of \(\sigma\) they also leave out the effect of stopping at \(B^4\). With noise-free data the same fits give \(\sigma\) too low by 0.6% in 3D and 0.9% in 2D, which is 0.4 and 0.7 of the respective statistical error. In a polar semiconductor a static \(\varepsilon\) becomes doubtful once the binding energy or the cyclotron energy approaches the optical phonon energy, typically some tens of meV. Here the 2D binding energy is 23 meV at zero field, 43 meV at the crossover field and 55 meV at 60 T, and the cyclotron energy is 0.060 eV at the crossover and 0.116 eV at 60 T. The bend used in the 2D fit would therefore lie in that doubtful range. Finite well thickness, distance-dependent screening, nonparabolic bands or valence-band mixing would also change \(f(\gamma)\), and a good fit to the wrong curve could then return a biased mass. The relation \(\langle\rho^2\rangle_0=8\mu\sigma\) is less demanding: it needs a parabolic relative mass and an s-like state, but not the Coulomb form of the attraction. The full set of values is in the numerical output below.

## Computed values

```
reduced mass 0.06 m_e, dielectric constant 12.0, gap 1.5 eV
exciton Bohr radius a = 105.84 angstrom
energy unit W = 0.011338 eV
scaled field per tesla = 0.17018 1/T
3D binding energy at B=0: 0.005669 eV
3D rms rho = 149.67 angstrom
3D shift coefficient = 8.2087e-05 eV/T^2 = 82.09 micro-eV/T^2
3D quartic term is 5% of quadratic at gamma=0.213, B=1.25 T; actual deficit 4.25%
3D crossover gamma=1.000, B=5.88 T
2D binding energy at B=0: 0.022676 eV
2D rms rho = 64.81 angstrom
2D shift coefficient = 1.5391e-05 eV/T^2 = 15.39 micro-eV/T^2
2D quartic term is 5% of quadratic at gamma=0.983, B=5.78 T; actual deficit 4.21%
2D crossover gamma=5.333, B=31.34 T
2D strong-field constant C = 0.6913
dim gamma | shift/quadratic law | slope/(Landau slope) | gamma/2-E
3D   0.200 | 0.9618 | 0.1857 | 0.5904
3D   1.000 | 0.6753 | 0.5358 | 0.8312
3D   5.333 | 0.2469 | 0.8211 | 1.4108
3D  10.000 | 0.1501 | 0.8804 | 1.7478
2D   0.200 | 0.9979 | 0.0373 | 2.0981
2D   1.000 | 0.9566 | 0.1724 | 2.4552
2D   5.333 | 0.6422 | 0.5021 | 3.8104
2D  10.000 | 0.4661 | 0.6209 | 4.8152
3D data: 16 points to 1.5 T, noise 1e-06 eV
3D fitted coefficient = 8.174e-05 +- 1.2e-06 eV/T^2
3D with eps known: mu = 0.0601 +- 0.0003 m_e
3D with eps known: a = 105.69 angstrom, rms rho = 149.46 angstrom
2D data: 121 points to 60.0 T, noise 5e-06 eV
2D coefficient from B<=8 T = 1.546e-05 +- 2.1e-07 eV/T^2
2D full-curve fit: gap = 1.499931 +- 0.000032 eV
2D full-curve fit: mu = 0.06005 +- 0.00002 m_e
2D full-curve fit: eps = 12.022 +- 0.011
2D full-curve fit: a = 105.95 angstrom
2D rms rho from coefficient and fitted mu = 64.98 angstrom
2D 1s slope for 50-60 T = 5.8794e-04 eV/T
2D naive mu from that slope = 0.0985 m_e, rms rho then 83.21 angstrom
2D 2s-1s spacing at 60 T = 0.135121 eV
2D naive mu from that spacing = 0.0514 m_e
```
